# Shape of phonon-assisted absorption edges with excitons in indirect semiconductors, part 2

In an indirect semiconductor, light and one phonon (frequency $\Omega$, occupation $n=1/(e^{\Omega/k_BT}-1)$) create an electron and a hole that attract through $-1/(\epsilon r)$. We seek the absorption coefficient $\alpha(\omega)$ near each edge. Units are Hartree atomic, $\hbar=m_0=e=1$, with Gaussian fields; $c$ is the inverse fine-structure constant. Upper signs mean phonon emission.

The crystal has volume $V$, $N$ cells of volume $v_c$, refractive index $n_r$, gap $E_g$ and $N_v$ valleys, one at $\mathbf k_0$. With masses $m_e$, $m_h$, $M=m_e+m_h$, $\mu=m_em_h/M$, the pair has total wavevector $\mathbf k_0+\mathbf K$, supplied by the phonon, and relative wavevector $\mathbf k$:

$$\mathbf k_e=\mathbf k+\frac{m_e}{M}\mathbf K,\qquad\mathbf k_h=-\mathbf k+\frac{m_h}{M}\mathbf K .$$

Its relative states $\phi_\nu(\mathbf r)$, with Fourier transform $\tilde\phi_\nu(\mathbf k)$, give $E_{\rm pair}=E_g+\frac{K^2}{2M}+\varepsilon_\nu$.

On the single route considered, the photon lifts the electron vertically into band $d$ (matrix element $p$, direct gap $E_d$, reduced mass $\mu_d$); the phonon (coupling $g$) moves it to the valley. With $x=\omega\mp\Omega-E_g$ and $\Delta=E_d-E_g\mp\Omega$, the free-pair amplitude is

$$\frac{1}{\sqrt N}\,\frac{gp}{x-\Delta-k_h^2/2\mu_d}\approx\frac{\mathcal A}{\sqrt N},\qquad\mathcal A=-\frac{gp}{\Delta}.$$

The process is allowed if $\mathcal A\neq0$ at $\mathbf k_e=\mathbf k_h=0$. Taking $\mathcal A$ constant, because the virtual state lasts only $1/\Delta$, gives $T=\mathcal A\sqrt{v_c}\,\phi^*_\nu(0)$ and

$$\alpha(\omega)=\frac{8\pi^2N_vv_c|\mathcal A|^2}{\omega n_rc}\sum_\pm\big(n+\tfrac12\pm\tfrac12\big)J(\omega\mp\Omega-E_g),$$

$$J(x)=\frac{(2M)^{3/2}}{4\pi^2}\sum_\nu|\phi_\nu(0)|^2\sqrt{x-\varepsilon_\nu},$$

counting only real roots. The centre-of-mass density of states is $\frac{(2M)^{3/2}}{4\pi^2}\sqrt E\equiv\rho_M(E)$. Without attraction,

$$J_0(x)=\frac{(m_em_h)^{3/2}}{16\pi^3}\,x^2 .$$

Define $a=\epsilon/\mu$, $R=\mu/2\epsilon^2$. With lengths in $a$, $e=\varepsilon/R$ and $\phi=(u/r)Y_{lm}$,

$$-u''+\frac{l(l+1)}{r^2}u-\frac2ru=e\,u .$$

Bound states have $u=e^{-\kappa r}\sum_mc_mr^{\sigma}$, $\sigma=m+l+1$, and

$$(m+1)(m+2l+2)\,c_{m+1}=2[\kappa(m+l+1)-1]\,c_m ,$$

stopping at $m=n_\rho$ with $\kappa=1/(n_\rho+l+1)$ and $j=n_\rho+l+1$. For $s$ levels,

$$\varepsilon_j=-\frac R{j^2},\qquad|\phi_j(0)|^2=\frac1{\pi a^3j^3}.$$

For scattering states, $\eta=1/\sqrt e$. The free density $\sqrt e/4\pi^2$, in units of $a^{-3}R^{-1}$, is multiplied by the Sommerfeld factor $S=\frac{2\pi\eta}{1-e^{-2\pi\eta}}$, giving the contact density $1/[2\pi(1-e^{-2\pi/\sqrt e})]$.

Q: Put it together. What is the whole curve?

A: With $y=x/R$,

$$J(x)=\frac{(2M)^{3/2}}{4\pi^2}\frac{\sqrt R}{a^3}F(y),$$

$$F(y)=\sum_{j=1}^\infty\frac{\sqrt{y+1/j^2}}{\pi j^3}+\int_0^y\frac{\sqrt{y-e}\;de}{2\pi\,(1-e^{-2\pi/\sqrt e})}.$$

In the same units the free result is $F_0=\int_0^y\sqrt{e}\sqrt{y-e}\,de/4\pi^2=y^2/32\pi$. The function $F$ is the full line shape of the allowed indirect edge in this model. For $-1<y<-1/4$ only the first term exists and $F=\sqrt{y+1}/\pi$ exactly within the model; at $y=-0.5$ this is $0.2251$. At $y=-1/4$ a second root opens with one eighth of the coefficient: at $y=-0.2$, $F=\sqrt{0.8}/\pi+\sqrt{0.05}/8\pi=0.2847+0.0089=0.2936$.

The same function can be obtained without any of the Coulomb algebra. Discretize the radial equation with three-point finite differences in a large sphere, diagonalize the tridiagonal matrix, extrapolate $u/r$ to the origin for each eigenvector, and sum weight times root over all levels, the continuum being represented by the box levels. The lowest levels come out at $-0.9999$, $-0.2500$, $-0.1111$ in units of $R$, with weights $0.31824$, $0.03979$, $0.01179$ in units of $a^{-3}$. The formula for $F$ is evaluated by direct summation and quadrature.

| $y$ | $F$, formula | $F$, radial grid | $F_0$ |
|---|---|---|---|
| $-0.90$ | 0.1007 | 0.1006 | 0 |
| $-0.50$ | 0.2251 | 0.2250 | 0 |
| $-0.05$ | 0.3315 | 0.3314 | 0 |
| $0.30$ | 0.4248 | 0.4247 | 0.0009 |
| $1.00$ | 0.6262 | 0.6261 | 0.0099 |
| $3.00$ | 1.3058 | 1.3059 | 0.0895 |

Q: Does the old $x^2$ edge reappear at the true gap, on top of the exciton roots?

A: No. As $e\to0^+$ the exponential $e^{-2\pi/\sqrt e}$ vanishes faster than any power, and the contact density tends to the constant $1/2\pi$: the $1/\sqrt e$ in $S$ cancels the $\sqrt e$ of the free density. On the radial grid the weight per level spacing at $e=0.319$ is $0.1592$, which is $1/2\pi$ to the four digits. The continuum term therefore starts as $\int_0^y\sqrt{y-e}\,de/2\pi=y^{3/2}/3\pi$ and not as $y^2$. Even this is not a visible edge. Just below the gap the lines crowd with density $dj/de=j^3/2$, from $e=-1/j^2$, and each has weight $1/\pi j^3$, so their averaged density is also $1/2\pi$. Averaged over the crowding lines, the spectral weight passes through the gap without a step, and $F$ passes through $F(0)=\sum_j1/(\pi j^4)=\pi^3/90$ without a new onset. The gap cannot be read off the curve as a threshold; it must be inferred from the exciton edge and $R$.

Far above the gap $\eta$ is small and $S\approx1+\pi\eta$. The extra density is $\pi\eta\sqrt e/4\pi^2=1/4\pi$, which adds $y^{3/2}/6\pi$ to $F_0$, so $F/F_0-1\approx16/(3\sqrt y)$ to leading order in $1/\sqrt y$. The approach to the free law is slow. At $y=1$ the ratio $F/F_0$ is 63, and at $y=3$ it is still $1.306/0.0895\approx15$.

Q: Your weight rests on a constant amplitude. The exciton contains large relative momenta, and the virtual pair also attracts. Is the error really of order $R/\Delta$, as the lifetime argument suggests?

A: It is larger than that unless the virtual and final pairs have the same reduced mass, and it can be computed for the 1s level at $\mathbf K=0$ on the single route above. There $\mathbf k_e=-\mathbf k_h=\mathbf k$, the phonon has $\mathbf q=\mathbf k_0$, and the relative momentum passes unchanged from the virtual pair to the final one. The photon creates the virtual pair at $\mathbf r=0$, since $p$ is constant, and it propagates with $(\omega-H_d)^{-1}$, where $H_d$ contains the attraction. So $T=-gp\sqrt{v_c}\,\chi(0)$, where $(H_d-\omega)\chi=\phi$ and $\phi$ is the real 1s function. Let $\mu_d=s\mu$ and $D=\Delta/R$. At threshold $x=-R$, and in reduced units

$$H_d-\omega=-\frac1s\nabla^2-\frac2r+D+1 .$$

The 1s function obeys $-\nabla^2\phi=(2/r-1)\phi$. Therefore $(H_d-\omega)\phi=D\phi+(1/s-1)(2/r-1)\phi$. Apply $G=(H_d-\omega)^{-1}$ and solve for $G\phi=\chi$:

$$\chi=\frac\phi D-\frac1D\Big(\frac1s-1\Big)G\Big(\frac2r-1\Big)\phi .$$

This is exact. For $s=1$ the correction vanishes: the exciton is then an eigenstate of $H_d$ too, and $\chi(0)=\phi(0)/D$. For $s\neq1$ and large $D$, replace $G$ by the resolvent $G_0$ of $-\nabla^2/s+D$, whose kernel is $se^{-r/b}/4\pi r$ with $b=1/\sqrt{sD}$; it solves $(-\nabla^2+1/b^2)G_0=s\,\delta(\mathbf r)$. The singular source $2\phi(0)/r$ dominates:

$$\int\frac{s\,e^{-r/b}}{4\pi r}\,\frac2r\,4\pi r^2dr=2sb,\qquad\frac{D\chi(0)}{\phi(0)}-1\approx-\Big(\frac1s-1\Big)2sb=-2(1-s)\sqrt{\frac{R}{s\Delta}} .$$

The relative error of the amplitude is of order $\sqrt{R/\Delta}$, the ratio of the distance $b$ travelled in the virtual state to the Bohr radius. It comes from the Coulomb singularity, that is from the cusp of $\phi$.

The next order has three parts. The source $-\phi(0)$ gives $-1/D$, because $G_0$ integrates to $1/D$. The expansion $\phi\approx\phi(0)(1-r)$ in $2\phi/r$ gives $-2/D$. The attraction inside $G$ adds $G_0(2/r)G_0(2/r)$. Here $G_0(2/r)=h/r$ with $-h''/s+Dh=2$ and $h(0)=0$, so $h=(2/D)(1-e^{-r/b})$, and the term is $2s\int e^{-r/b}h\,dr/r=(4s/D)\int_0^\infty(e^{-\xi}-e^{-2\xi})\,d\xi/\xi=4s\ln2/D$. With the overall factor $-(1/s-1)$ the next order is $+(1/s-1)(3-4s\ln2)/D$. Solving the radial equation for $\chi$ by finite differences at $s=0.5$ gives $-0.04316$ at $D=1000$ against the leading $-0.04472$, and $-0.01398$ at $D=10^4$ against $-0.01414$. The gap at $D=1000$ is $0.0016$, and the next-order term is $(3-2\ln2)/1000=0.0016$.

Q: Then the formula for the weight can be wrong by tens of per cent. Why should I trust the exponent?

A: Because the exponent does not use the constant amplitude. It uses three facts: the level is discrete, its energy has a quadratic minimum in $\mathbf K$, and $|T(\mathbf K)|^2$ is smooth and nonzero there. Smoothness holds as long as no denominator vanishes. Expand $|T(\mathbf K)|^2=|T(0)|^2(1+\mathbf c\cdot\mathbf K+O(K^2))$. On the shell $K^2=2M(x+R)$ the linear term averages to zero over directions and the quadratic term is proportional to $x+R$. The onset is $|T(0)|^2\rho_M(x+R)\,[1+O(x+R)]$: the coefficient is rescaled and the power stays. The relative weights of the different levels in $F$, by contrast, do rely on $\Delta\gg R$.

Q: All of this assumed the separation into $\mathbf K$ and $\nu$ from the outset. Does it hold in a problem where nobody imposes it?

A: A ring of $N=40$ sites is small enough to diagonalize in the full space of electron and hole positions. Give the electron the band $2t_e(1+\cos k)$ with minimum at $k_0=\pi$, the hole $2t_h(1-\cos k)$, the virtual electron $\Delta+2t_d(1-\cos k)$, and let the two attract with $-U$ when on the same site, in the virtual state as well. Take $t_e=1$, $t_h=0.5$, $t_d=2$, $U=0.75$. The photon creates the state $N^{-1/2}\sum_x|x,x\rangle$, the resolvent is applied by solving the linear system, and the phonon multiplies by $e^{iqx_e}$.

The photon state alone has total weight $10^{-31}$ on the seven lowest eigenstates, which is zero to rounding. With the phonon, each $q=\pi+K$ reaches its own bound state. The lowest lies at $-0.0923$ with same-site probability $0.2423$. For the smallest step, $K=2\pi/N$, the energy rises by $0.9727$ times $K^2/2M$ with $M=1/2t_e+1/2t_h$, and at $\Delta=50$ the weight is $1.0031$ times that at $K=0$.

These numbers can be understood on the infinite chain. At fixed $K$ the relative coordinate hops with amplitude $T_K=|t_e+t_he^{iK}|$. For $\phi_r\propto e^{-\kappa|r|}$ the equation at $r\neq0$ gives $E=2(t_e+t_h)-2T_K\cosh\kappa$, and the equation at $r=0$, $E=2(t_e+t_h)-U-2T_Ke^{-\kappa}$, then requires $U=2T_K\sinh\kappa$. So $E=2(t_e+t_h)-\sqrt{U^2+4T_K^2}$, and $\sum_re^{-2\kappa|r|}=\coth\kappa$ gives $\phi_0^2=\tanh\kappa$. At $K=0$ the root is $\sqrt{0.5625+9}=3.0923$, so $E=-0.0923$ and $\phi_0^2=0.75/3.0923=0.2425$. With $T_K^2\approx T_0^2-t_et_hK^2$, the rise is $2t_et_hK^2/\sqrt{U^2+4T_0^2}$, while $K^2/2M=t_et_hK^2/T_0$; the ratio is $3/3.0923=0.970$. A tightly bound lattice exciton is heavier than $m_e+m_h$, because it samples the non-parabolic part of the bands. The ring values, $0.2423$ against $0.2425$ and $0.973$ against $0.970$, need not agree exactly, since these formulas are for an infinite chain and $K\to0$, whereas the ring has $N=40$ and $K=2\pi/40$.

The weight times $\Delta^2$ deviates from $\phi_0^2$ by the relative amounts $-0.0988$, $-0.0160$, $-0.0017$ at $\Delta=5$, $50$, $500$. The identity used for $\chi$ applies again: the virtual and final Hamiltonians differ by $\Delta$ and by $(t_d-t_e)$ times the lattice Laplacian, which at $r=0$ gives $(2-2e^{-\kappa})\phi_0$. For $\Delta$ above the bandwidth $G\approx1/\Delta$, and the weight changes by $-2(t_d-t_e)(2-2e^{-\kappa})/\Delta$. With $\sinh\kappa=0.25$, $e^{-\kappa}=0.781$, this is $-0.88/\Delta$, or about $-0.0018$ at $\Delta=500$. The law is $1/\Delta$ here because the source is bounded on a lattice, whereas $2/r$ is not. A ring has one free component, so it illustrates the selection rule, the mass and the weight, not the exponent $1/2$.

Q: Real valleys are anisotropic and the phonon disperses. Does the root survive?

A: It survives both. For mass tensors, take $\mathsf M=\mathsf m_e+\mathsf m_h$, $\mathbf k_e=\mathbf k+\mathsf m_e\mathsf M^{-1}\mathbf K$ and $\mathbf k_h=-\mathbf k+\mathsf m_h\mathsf M^{-1}\mathbf K$. The cross terms are $\pm\mathbf k\cdot\mathsf M^{-1}\mathbf K$ and cancel, and the $K$ terms add to $\tfrac12\mathbf K\cdot\mathsf M^{-1}(\mathsf m_e+\mathsf m_h)\mathsf M^{-1}\mathbf K=\tfrac12\mathbf K\cdot\mathsf M^{-1}\mathbf K$. Scaling $K_i=\sqrt{M_i}K_i'$ along the principal axes gives the isotropic integral for unit mass times $\sqrt{M_xM_yM_z}$, so $M^{3/2}\to\sqrt{\det\mathsf M}$. The relative motion has kinetic energy $\tfrac12\mathbf k\cdot(\mathsf m_e^{-1}+\mathsf m_h^{-1})\mathbf k$. Unless this tensor happens to be isotropic, the relative problem is no longer hydrogenic and the levels and weights in $F$ change, but its ground state is nodeless and keeps $\phi(0)\neq0$.

For the phonon, $\Omega(-\mathbf q)=\Omega(\mathbf q)$ by time reversal, and $\Omega(\mathbf k_0+\mathbf K)\approx\Omega+\mathbf v\cdot\mathbf K$ if $\mathbf k_0$ is not a stationary point of the branch. Completing the square,

$$\frac{K^2}{2M}\pm\mathbf v\cdot\mathbf K=\frac{(\mathbf K\pm M\mathbf v)^2}{2M}-\frac{Mv^2}2 .$$

The minimum moves to $\mathbf K=\mp M\mathbf v$, both thresholds drop by $Mv^2/2$, and the minimum remains quadratic. Phonon curvature adds to $1/M$, with opposite signs for emission and absorption. As an explicit case, count the points of a cubic $\mathbf K$ grid below a given energy for masses $(0.8,1.0,1.5)$ and $v_z=0.1$, a slope far larger than a real one, taken so that the shift is easy to see. With the values of the example below, $\Omega=0.002$ Ha over a zone radius $\pi/v_c^{1/3}\approx0.5$ bohr$^{-1}$ suggests $v\sim0.004$ and $Mv^2/2\sim10^{-5}$ Ha. The lowest grid energy is $-0.00748$ Ha, slightly above $-M_zv_z^2/2=-0.00750$ Ha because no grid point sits exactly on the minimum. A straight-line fit of the logarithm of the count against the logarithm of the excess energy, less one for the derivative, gives the exponent $0.500$.

Q: When does it fail?

A: When one of the three facts fails, or the dimension changes. Suppose symmetry makes $\mathcal A$ vanish at the edge, so that to lowest order $\mathcal A=\mathbf c_1\cdot\mathbf K+\mathbf c_2\cdot\mathbf k$. Since $V^{-1}\sum_{\mathbf k}\mathbf k\,\tilde\phi(\mathbf k)=-i\nabla\phi(0)$,

$$T=\sqrt{v_c}\,\big[\mathbf c_1\cdot\mathbf K\,\phi^*_\nu(0)+i\,\mathbf c_2\cdot\nabla\phi_\nu^*(0)\big].$$

For $s$ states $\tilde\phi$ is even, so the second term vanishes by parity. The first has the angular average $|\mathbf c_1|^2K^2/3=|\mathbf c_1|^2\,2M(x-\varepsilon_j)/3$, and multiplied by $\rho_M$ it starts as $(x-\varepsilon_j)^{3/2}$. The same grid count weighted with $K_x^2$ gives the exponent $1.500$. This assumes that $\mathbf c_1\cdot\mathbf K$ vanishes at the shifted minimum, that is $\mathbf c_1\cdot\mathbf v=0$ for an isotropic mass and $\mathbf c_1\cdot\mathsf M\mathbf v=0$ for a mass tensor, whose minimum lies at $\mp\mathsf M\mathbf v$; otherwise the amplitude is nonzero there and a weak root returns. For $p$ states the first term vanishes and the second is independent of $\mathbf K$, so they give roots, beginning at $j=2$. The recursion with $l=1$, $n_\rho=0$ gives $u=Cr^2e^{-r/2}$ with $C^{-2}=\int r^4e^{-r}dr=24$, so $\phi=C\sqrt{3/4\pi}\,z\,e^{-r/2}$ and $|\partial_z\phi(0)|^2=3/(96\pi)=1/32\pi$ in units of $a^{-5}$, or $0.009947$; the radial grid gives $0.009952$ at the level $-0.2500$.

In two dimensions $\int2\pi K\,dK\,\delta(E-K^2/2M)/(2\pi)^2=M/2\pi$, and in the allowed case each exciton level with $\phi_\nu(0)\neq0$ gives a step; the grid count on a plane gives the exponent $0.000$. A finite width $\Gamma$ of the exciton rounds the root over an interval of order $\Gamma$, so the law is visible only if $\Gamma$ is small against the $3R/4$ between the first two edges. Degenerate valence bands couple relative and centre-of-mass motion and are outside this derivation, as are strong coupling with several phonons and photon energies close to a direct gap.

Q: Give me numbers.

A: Take round model values: $m_e=0.4$, $m_h=0.6$, $\epsilon=10$ with $n_r=\sqrt\epsilon=3.162$, $E_g=0.06$ Ha, $\Omega=0.002$ Ha, $\Delta=0.06$ Ha for both branches, $p=0.5$, $g=0.002$ Ha, $v_c=250$ bohr$^3$, $N_v=2$, $T=200$ K. Then $M=1$, $\mu=0.24$, $R=0.24/200=0.0012$ Ha $=32.65$ meV and $a=10/0.24=41.67$ bohr $=2.205$ nm, large against a cell. These pairs also give the conversions, $1$ bohr $=5.29\times10^{-9}$ cm and $1$ Ha $=2.72\times10^4$ meV. With $k_BT=0.000633$ Ha, $\Omega/k_BT=3.158$ and $n=0.0444$. The amplitude is $|\mathcal A|=0.5\times0.002/0.06=0.01667$.

With phonon absorption the 1s edge is at $0.06-0.0012-0.002=0.0568$ Ha $=1.546$ eV, the $j=2$ edge at $0.0577$ Ha and the free edge at $0.0580$ Ha. With emission they are at $0.0608$ Ha $=1.654$ eV, $0.0617$ Ha and $0.0620$ Ha.

The prefactor is $8\pi^2\times2\times250\times(0.01667)^2/(\omega\times3.162\times137.04)=10.97/(433.3\,\omega)$, which is $0.4455$ at the absorption edge and $0.4162$ at the emission edge. Further, $|\phi_{1s}(0)|^2=1/(\pi\times41.67^3)=4.400\times10^{-6}$ bohr$^{-3}$ and $(2M)^{3/2}/4\pi^2=0.07164$. Near a 1s edge the branch that opens there contributes $B\sqrt{\omega-\omega_{\rm edge}}$ to $\alpha$, at the emission edge on top of the absorption branch already present, and for emission

$$B=0.4162\times1.0444\times0.07164\times4.400\times10^{-6}=1.370\times10^{-7}\ \text{bohr}^{-1}\text{Ha}^{-1/2}.$$

Dividing by $5.29\times10^{-9}$ and by $\sqrt{2.72\times10^4}=165$ gives $B=0.157$ cm$^{-1}$meV$^{-1/2}$. For absorption, $0.4455$ and $0.0444$ replace the first two factors and $B=0.00715$ cm$^{-1}$meV$^{-1/2}$. The ratio, about 22, is $(n+1)/n=23.5$ times $0.0568/0.0608$ from the $1/\omega$.

For the full curve the scale of $J$ is $0.07164\times\sqrt{0.0012}/41.67^3=3.431\times10^{-8}$ bohr$^{-6}$Ha$^{-1}$, and $F$ is evaluated for each branch.

| $\omega$ (Ha) | $\omega$ (eV) | $\alpha$ (cm$^{-1}$) | free $\alpha$ (cm$^{-1}$) |
|---|---|---|---|
| 0.0574 | 1.562 | 0.029 | 0 |
| 0.0600 | 1.633 | 0.10 | 0.0034 |
| 0.0614 | 1.671 | 0.78 | 0.0095 |
| 0.0632 | 1.720 | 1.9 | 0.049 |
| 0.0656 | 1.785 | 3.7 | 0.28 |

In the first row only absorption is open, at $y=(0.0574-0.0580)/0.0012=-0.5$. The prefactor is $10.97/(433.3\times0.0574)=0.441$, the scale in inverse centimetres is $3.431\times10^{-8}/5.29\times10^{-9}=6.48$, and $0.441\times6.48\times0.0444\times0.2251=0.029$ cm$^{-1}$. In the third row emission is at $y=-0.5$ and gives $0.412\times6.48\times1.0444\times0.2251=0.63$ cm$^{-1}$; the remaining $0.15$ cm$^{-1}$ is the absorption branch, by then at $y=2.83$. In the fourth row emission is at $y=1$, yet the enhancement over free pairs is $1.91/0.0485\approx39$ and not 63. The free total there is $2.60\times(1.0444\times0.00995+0.0444\times0.187)$ cm$^{-1}$, where $0.187=4.33^2/32\pi$ belongs to the absorption branch at $y=4.33$. That branch supplies nearly half of the free value, and its enhancement is smaller because it is further above its gap.

Q: How many of those digits do you believe?

A: As statements about the constant-amplitude model, all that are shown. As a statement about the second-order problem with these parameters, the absolute scale is good to less than one figure. Here $\Delta/R=50$, and if the direct transition has $s=0.5$ the leading amplitude correction is $-2\times0.5/\sqrt{25}=-0.20$. The finite-difference solution for $\chi$ gives $-0.172$, smaller in size as the positive next-order term implies. The 1s weight at $\mathbf K=0$ is multiplied by $(1-0.1723)^2=0.685$, which lowers the emission coefficient from $0.157$ to about $0.11$ cm$^{-1}$meV$^{-1/2}$. Using one $\Delta$ for both branches neglects a further relative difference of $2\Omega/\Delta$ between their amplitudes. Neither correction moves the thresholds $E_g-R\pm\Omega$, which are fixed by energy conservation in the final state, and neither changes the power with which $\alpha$ rises from them. The error is also not one common factor for the whole table. For free pairs the hole carries on average half of $x$, so $k_h^2/2\mu_d$ averages $(m_h/\mu_d)\,x/2=2.5x$ for $\mu_d=0.12$. The denominator $\Delta-x+k_h^2/2\mu_d$ then multiplies the weight by $1-3x/\Delta$ to first order. For the emission branch in the last row, where $x=0.0036$ Ha, this is $0.82$, and averaging the unexpanded denominator gives about $0.85$. For bound pairs the denominator depends on $x$ and on $\mathbf K$ in the same way, through $\mathbf k_h=-\mathbf k+(m_h/M)\mathbf K$, so the factor $0.685$ belongs to the 1s edge only. Away from the edges the shape of the curve is therefore affected as well as its scale.
